# A local self-energy does not make the density response momentum independent: verification in Python

```python
"""
Result under test: in infinite dimensions a local self-energy does NOT make the
static density response chi(q) independent of q.  It depends on
X(q) = mean over axes of cos(q_i), equals the local response at X = 0, and
at half filling falls strictly from X = -1 (nesting) to X = +1 (q = 0):
    chi = T sum_nu dG,   dG = (1 - L R)^(-1) L 1,   R = 1/B(X) - 1/G^2.
Symbols: s = standard deviation of the band energies, U = interaction,
T = temperature times k_B, nu = Matsubara frequency, G = local Green function,
g = inverse cavity (Weiss) function, sigma = self-energy,
B(X) = k-average of G_k G_(k+q), L = impurity response dG/dg,
p = probability that the immobile f level is occupied.
Model: half-filled Falicov-Kimball model, U (n_c - 1/2)(n_f - 1/2).
All energies in eV, susceptibilities in 1/eV.
"""
import numpy as np
from collections import namedtuple
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit, j0, polygamma, wofz

s, U, T = 1.0, 1.0, 0.25
NFREQ = 80
State = namedtuple("State", "nu tail sigma G g p density")

# Trapezoidal rule for averages over a standard normal variable.
unit_nodes = np.linspace(-6.6, 6.6, 67)
unit_weights = np.exp(-unit_nodes**2 / 2)
unit_weights /= unit_weights.sum()


def frequencies(temp, count=NFREQ):
    """Positive frequencies and the sum of 1/nu^2 over all omitted ones."""
    nu = (2 * np.arange(count) + 1) * np.pi * temp
    tail = 2 * polygamma(1, count + 0.5) / 4 / (np.pi * temp)**2
    return nu, tail


def hilbert(z):
    """Local Green function of the Gaussian band, Im z > 0."""
    return -1j * np.sqrt(np.pi / 2) / s * wofz(z / (s * np.sqrt(2)))


def gaussian_nodes(scale):
    if scale < 1e-12:
        return np.array([0.0]), np.array([1.0])
    return scale * unit_nodes, unit_weights


def lattice_green(z_a, X):
    """Site A of a period-two lattice; axes with q_i=0 give e1, with pi give e2.
    Opposite fields on A and B give z_b = -conj(z_a) at half filling."""
    e1, w1 = gaussian_nodes(s * np.sqrt((1 + X) / 2))
    e2, w2 = gaussian_nodes(s * np.sqrt((1 - X) / 2))
    a = z_a[:, None, None] - e1[None, :, None]
    b = -np.conj(z_a)[:, None, None] - e1[None, :, None]
    values = b / (a * b - e2[None, None, :]**2)
    return (values @ w2) @ w1


def impurity(g, u, field, tail):
    log_ratio = 2 * np.sum(np.log(np.abs((g - u / 2) / (g + u / 2))))
    p = expit(log_ratio - u * field * tail)
    return p, p / (g - u / 2) + (1 - p) / (g + u / 2)


def density_shift(G, p, u, field, temp, tail):
    return temp * (2 * G.real.sum() + (field - u * (p - 0.5)) * tail)


def solve_dmft(temp, u, field=0.0, X=1.0, p_start=0.5):
    """Full nonlinear self-consistency with field +h on A and -h on B."""
    nu, tail = frequencies(temp)
    sigma = np.full(NFREQ, u * (p_start - 0.5), dtype=complex)
    for _ in range(5000):
        G = lattice_green(1j * nu + field - sigma, X)
        g = 1 / G + sigma
        p, G_imp = impurity(g, u, field, tail)
        new_sigma = g - 1 / G_imp
        change = np.max(np.abs(new_sigma - sigma))
        sigma = new_sigma
        if change < 1e-11:
            break
    else:
        raise RuntimeError("self-consistency not reached")
    shift = density_shift(G_imp, p, u, field, temp, tail)
    return State(nu, tail, sigma, G_imp, g, p, shift)


def bubble(z, X):
    """Average of 1/((z-e)(z-e')) over the Gaussian pair with correlation X."""
    first = s * unit_nodes[None, :]
    rest = z[:, None] - X * first
    root = np.sqrt(max(0.0, 1 - X * X))
    inner = 1 / rest if root < 1e-12 else hilbert(rest / root) / root
    return (inner / (z[:, None] - first)) @ unit_weights


def kernel_R(state, X):
    z = 1j * state.nu - state.sigma
    values = (1 / bubble(z, X) - 1 / state.G**2).real
    return np.concatenate([values, values])


def impurity_matrix(state, u):
    a, b = 1 / (state.g - u / 2), 1 / (state.g + u / 2)
    D = np.tile((a - b).real, 2)
    M = np.tile(((a * a + b * b) / 2).real, 2)
    return -np.diag(M) + 0.25 * np.outer(D, D), D


def response(state, X, temp, u):
    """Susceptibility from the linear matrix formula, with frequency tails."""
    L, D = impurity_matrix(state, u)
    R = kernel_R(state, X)
    source = L.sum(axis=1) - 0.25 * u * state.tail * D
    dG = np.linalg.solve(np.eye(len(R)) - L * R[None, :], source)
    dp = 0.25 * (D @ (1 + R * dG) - u * state.tail)
    return temp * (dG.sum() + (1 - u * dp) * state.tail), dG


def largest_eigenvalue(temp):
    state = solve_dmft(temp, U)
    L, _ = impurity_matrix(state, U)
    R = kernel_R(state, -1.0)
    assert np.all(R > 0)
    root = np.sqrt(R)
    return np.linalg.eigvalsh(root[:, None] * L * root[None, :])[-1]


# --- Impurity weights against exact levels of a finite bath ---------------
bath, coupling, test_field = np.array([-0.7, 0.2, 1.1]), 0.4, 0.3
log_z = []
for sign in (1, -1):
    h_mat = np.diag(np.concatenate([[sign * U / 2 - test_field], bath]))
    h_mat[0, 1:] = h_mat[1:, 0] = coupling
    log_z.append(np.log(np.cosh(np.linalg.eigvalsh(h_mat) / (2 * T))).sum())
nu_b, tail_b = frequencies(T, 2000)
hyb = (coupling**2 / (1j * nu_b[:, None] - bath)).sum(axis=1)
p_bath, _ = impurity(1j * nu_b + test_field - hyb, U, test_field, tail_b)
assert abs(p_bath - expit(log_z[0] - log_z[1])) < 1e-7

# --- Homogeneous solution --------------------------------------------------
base = solve_dmft(T, U)
zeta = 1j * base.nu - base.sigma
assert abs(base.p - 0.5) < 1e-10
assert np.allclose(base.G, hilbert(zeta), rtol=1e-8)
y0 = zeta[0].imag

# --- Bubble: time integral, special points, monotonic fall -----------------
x_leg, w_leg = np.polynomial.legendre.leggauss(300)
tau, w_tau = 15 * (x_leg + 1), 15 * w_leg
t1, t2 = tau[:, None], tau[None, :]
damped = np.outer(w_tau * np.exp(-y0 * tau), w_tau * np.exp(-y0 * tau))
for X in (-1.0, -0.5, 0.0, 0.5, 1.0):
    gauss = np.exp(-s**2 * (t1**2 + t2**2 + 2 * X * t1 * t2) / 2)
    direct = -bubble(zeta[:1], X)[0].real
    assert abs((damped * gauss).sum() - direct) < 1e-7
assert np.allclose(bubble(zeta, 0.0), base.G**2, rtol=1e-7)
assert np.allclose(bubble(zeta, 1.0), (zeta * base.G - 1) / s**2, rtol=1e-6)
assert np.allclose(bubble(zeta, -1.0), base.G / zeta, rtol=1e-7)


# --- Finite dimension: explicit k sum, then approach to the limit ----------
def k_sum_bubble(q_vector, y):
    d, k = len(q_vector), 2 * np.pi * np.arange(20) / 20
    hop, e, e_shift = s / np.sqrt(2 * d), 0.0, 0.0
    for axis, q in enumerate(q_vector):
        shape = [1] * d
        shape[axis] = 20
        e = e - 2 * hop * np.cos(k).reshape(shape)
        e_shift = e_shift - 2 * hop * np.cos(k + q).reshape(shape)
    return -np.mean(1 / ((1j * y - e) * (1j * y - e_shift))).real


def bessel_bubble(cos_counts, y_weights):
    d = sum(m for _, m in cos_counts)
    product = 1.0
    for c, m in cos_counts:
        length2 = np.maximum(t1**2 + t2**2 + 2 * c * t1 * t2, 0)
        product = product * j0(2 * s / np.sqrt(2 * d) * np.sqrt(length2))**m
    return (y_weights * product).sum()


k_quarter = k_sum_bubble([np.pi / 2] * 4, y0)
k_mixed = k_sum_bubble([0, 0, np.pi, np.pi], y0)
local_bubble = -(base.G[0]**2).real
finite_d = {}
for d in (4, 16, 64):
    finite_d[d] = (bessel_bubble([(0.0, d)], damped),
                   bessel_bubble([(1.0, d // 2), (-1.0, d // 2)], damped))
assert abs(k_quarter - finite_d[4][0]) < 1e-6
assert abs(k_mixed - finite_d[4][1]) < 1e-6
for kind in (0, 1):
    ratio = ((finite_d[16][kind] - local_bubble)
             / (finite_d[64][kind] - local_bubble))
    assert abs(ratio - 4) < 0.8      # 1/d law up to next order in 1/d
q_grid = np.cos(2 * np.pi * np.arange(12) / 12)
X_grid = sum(np.meshgrid(*[q_grid] * 4, indexing="ij")) / 4
mean_X2 = np.mean(X_grid**2)
assert abs(mean_X2 - 1 / 8) < 1e-12


# --- No interaction: matrix formula against real-energy integrals ----------
def free_response(X):
    e = s * unit_nodes[:, None]
    e2 = X * e + s * np.sqrt(1 - X * X) * unit_nodes[None, :]
    half = (e2 - e) / (2 * T)
    safe = np.where(np.abs(half) < 1e-6, 1.0, half)
    sinhc = np.where(np.abs(half) < 1e-6, 1.0, np.sinh(safe) / safe)
    values = sinhc / (4 * T * np.cosh(e / (2 * T)) * np.cosh(e2 / (2 * T)))
    return unit_weights @ values @ unit_weights


free_state = solve_dmft(T, 0.0)
free_chi = {}
for X in (-1.0, 0.0, 1.0):
    free_chi[X] = free_response(X)
    assert abs(response(free_state, X, T, 0.0)[0] - free_chi[X]) < 2e-6

# --- Interacting response against nonlinear DMFT in a small field ----------
h = 5e-4
chi, chi_field = {}, {}
for X in (-1.0, -0.5, 0.0, 0.5, 1.0):
    chi[X] = response(base, X, T, U)[0]
    chi_field[X] = solve_dmft(T, U, h, X).density / h
    assert abs(chi[X] - chi_field[X]) < 2e-5 * chi[X]
p_site, G_site = impurity(base.g + h, U, h, base.tail)
chi_loc = density_shift(G_site, p_site, U, h, T, base.tail) / h
assert abs(chi_loc - chi[0.0]) < 2e-5 * chi_loc
scan = [response(base, X, T, U)[0] for X in np.linspace(-1, 1, 21)]
assert np.all(np.diff(scan) < 0)
assert chi[-1.0] > 1.05 * chi_loc and chi[1.0] < 0.95 * chi_loc

# --- Slope identity ----------------------------------------------------------
dx = 1e-3
slope = (response(base, dx, T, U)[0] - response(base, -dx, T, U)[0]) / (2 * dx)
dR = (kernel_R(base, dx) - kernel_R(base, -dx)) / (2 * dx)
slope_formula = T * np.sum(response(base, 0.0, T, U)[1]**2 * dR)
assert np.all(dR < 0)
assert abs(slope - slope_formula) < 1e-4 * abs(slope)

# --- Ordering temperature and spontaneous order ------------------------------
eig_T = largest_eigenvalue(T)
Tc = brentq(lambda temp: largest_eigenvalue(temp) - 1, 0.06, T, xtol=1e-8)
below = solve_dmft(0.95 * Tc, U, 0.0, -1.0, 0.8)
above = solve_dmft(1.05 * Tc, U, 0.0, -1.0, 0.8)
assert abs(below.p - 0.5) > 0.05 and abs(above.p - 0.5) < 1e-6
critical = solve_dmft(Tc, U)
chi_loc_Tc = response(critical, 0.0, Tc, U)[0]
chi_uni_Tc = response(critical, 1.0, Tc, U)[0]
near = solve_dmft(1.01 * Tc, U)
chi_near = response(near, -1.0, 1.01 * Tc, U)[0]
chi_loc_near = response(near, 0.0, 1.01 * Tc, U)[0]
assert chi_near > 5 * chi_loc_near

# --- Output ------------------------------------------------------------------
hartree = constants.physical_constants["Hartree energy in eV"][0]
kelvin = constants.e / constants.k
print(f"band width parameter s = {s:.2f} eV, U = {U:.2f} eV, k_B T = {T:.2f} eV")
print(f"positive Matsubara frequencies kept = {NFREQ}")
print(f"small field h = {h:.1e} eV")
print("Lowest Matsubara frequency:")
print(f"  nu = {base.nu[0]:.5f} eV")
print(f"  Im sigma = {base.sigma[0].imag:.5f} eV")
print(f"  Im zeta = {y0:.5f} eV")
print(f"  Im G = {base.G[0].imag:.5f} 1/eV")
print(f"  -G^2 = {local_bubble:.5f} 1/eV^2")
for X in (-1.0, 0.0, 1.0):
    print(f"  X = {X:+.0f}: -B = {-bubble(zeta[:1], X)[0].real:.5f} 1/eV^2,"
          f" R = {kernel_R(base, X)[0]:+.5f} eV^2")
print("-B at X = 0 and finite d, 1/eV^2 (all q_i=pi/2; half 0, half pi):")
for d, values in finite_d.items():
    print(f"  d = {d:2d}: {values[0]:.5f}; {values[1]:.5f}")
print(f"explicit k sums at d = 4: {k_quarter:.5f}; {k_mixed:.5f} 1/eV^2")
print(f"mean of X^2 over q at d = 4: {mean_X2:.5f}")
print("Response without interaction (sigma = 0):")
for X, value in free_chi.items():
    print(f"  X = {X:+.0f}: chi = {value:.5f} 1/eV")
print("Response with interaction (matrix formula; small-field DMFT):")
for X in chi:
    print(f"  X = {X:+.1f}: {chi[X]:.5f}; {chi_field[X]:.5f} 1/eV")
print(f"field on one site only: chi_loc = {chi_loc:.5f} 1/eV")
print(f"chi(nesting)/chi_loc = {chi[-1.0] / chi_loc:.4f}")
print(f"chi(q=0)/chi_loc = {chi[1.0] / chi_loc:.4f}")
print(f"in 1/hartree: nesting {chi[-1.0] * hartree:.3f},"
      f" local {chi_loc * hartree:.3f}, q=0 {chi[1.0] * hartree:.3f}")
print(f"slope dchi/dX at X = 0: {slope:.5f}; identity {slope_formula:.5f} 1/eV")
print(f"largest eigenvalue of L R at nesting, k_B T = {T:.2f} eV: {eig_T:.5f}")
print(f"ordering temperature: k_B Tc = {Tc:.5f} eV = {Tc * kelvin:.0f} K")
print(f"at Tc: chi_loc = {chi_loc_Tc:.5f}, chi(q=0) = {chi_uni_Tc:.5f} 1/eV")
print(f"at 1.01 Tc: chi(nesting) = {chi_near:.3f},"
      f" chi_loc = {chi_loc_near:.5f} 1/eV")
print(f"|p - 1/2| at 0.95 Tc = {abs(below.p - 0.5):.4f}")
print(f"|p - 1/2| at 1.05 Tc = {abs(above.p - 0.5):.1e}")
print("verified")
```

Printed output:

```
band width parameter s = 1.00 eV, U = 1.00 eV, k_B T = 0.25 eV
positive Matsubara frequencies kept = 80
small field h = 5.0e-04 eV
Lowest Matsubara frequency:
  nu = 0.78540 eV
  Im sigma = -0.19005 eV
  Im zeta = 0.97545 eV
  Im G = -0.66423 1/eV
  -G^2 = 0.44120 1/eV^2
  X = -1: -B = 0.68095 1/eV^2, R = +0.79801 eV^2
  X = +0: -B = 0.44120 1/eV^2, R = -0.00000 eV^2
  X = +1: -B = 0.35208 1/eV^2, R = -0.57371 eV^2
-B at X = 0 and finite d, 1/eV^2 (all q_i=pi/2; half 0, half pi):
  d =  4: 0.42580; 0.42130
  d = 16: 0.43733; 0.43564
  d = 64: 0.44024; 0.43983
explicit k sums at d = 4: 0.42580; 0.42130 1/eV^2
mean of X^2 over q at d = 4: 0.12500
Response without interaction (sigma = 0):
  X = -1: chi = 0.64496 1/eV
  X = +0: chi = 0.43499 1/eV
  X = +1: chi = 0.36474 1/eV
Response with interaction (matrix formula; small-field DMFT):
  X = -1.0: 0.77254; 0.77254 1/eV
  X = -0.5: 0.59681; 0.59681 1/eV
  X = +0.0: 0.51427; 0.51427 1/eV
  X = +0.5: 0.46163; 0.46163 1/eV
  X = +1.0: 0.42379; 0.42379 1/eV
field on one site only: chi_loc = 0.51427 1/eV
chi(nesting)/chi_loc = 1.5022
chi(q=0)/chi_loc = 0.8241
in 1/hartree: nesting 21.022, local 13.994, q=0 11.532
slope dchi/dX at X = 0: -0.12731; identity -0.12731 1/eV
largest eigenvalue of L R at nesting, k_B T = 0.25 eV: 0.40659
ordering temperature: k_B Tc = 0.06587 eV = 764 K
at Tc: chi_loc = 1.15801, chi(q=0) = 0.74446 1/eV
at 1.01 Tc: chi(nesting) = 134.762, chi_loc = 1.14967 1/eV
|p - 1/2| at 0.95 Tc = 0.2689
|p - 1/2| at 1.05 Tc = 1.3e-10
verified
```
